# Spurious Gamma Splitting of Optical Phonons in Periodically Repeated Polar Sheets, part 2

A phonon calculation for a polar monolayer is often run in a cell that repeats along \(z\) with spacing \(L\). The periodic copies raise the longitudinal optical (LO) frequency and produce a spurious splitting from the transverse optical (TO) frequency \(\omega_T\) at \(\Gamma\).

The model takes thin, insulating sheets in vacuum, with dipoles in the plane, an instantaneous interaction and \(qa\ll1\), where \(q\) is the in-plane wavevector and \(a\) the lattice constant. Rydberg units are used (\(\hbar=1\), \(e^2=2\), \(m_e=1/2\)), with lengths in bohr and charges in units of \(e\). Two unit charges at distance \(R\) have the energy \(2/R\). \(\Phi\) is the potential energy of a unit positive charge, \(\mathbf F=-\nabla\Phi\) the force on it, and \(\rho\) the charge density:

\[
\nabla^2\Phi=-8\pi\rho. \tag{1}
\]

A cell of area \(A\) has Born charge \(Z\), reduced mass \(\mu\), relative displacement \(\mathbf u\) and electronic screening length \(r\). The polarization per area and the equation of motion are

\[
\mathbf P=\frac{Z\mathbf u}{A}+\frac{r}{4\pi}\mathbf F, \tag{3}
\]

\[
\mu\ddot{\mathbf u}=-\mu\omega_T^2\mathbf u+Z\mathbf F. \tag{4}
\]

A sheet with charge amplitude \(\sigma\) has the potential \((4\pi\sigma/q)e^{-q|z|}\). Copies in phase multiply its value in the sheet by \(c=\coth(qL/2)\), or

\[
c=1+\frac{2}{e^{qL}-1}. \tag{9}
\]

In a plane-wave expansion in \(e^{iGz}\), the potential has components \(8\pi\sigma/[L(q^2+G^2)]\), and the term \(G=0\) causes the finite splitting.

A longitudinal polarization \(P\) has \(\sigma=-iqP\) and feels \(F=-4\pi yP\), which gives

\[
\omega_L^2=\omega_T^2+\frac{Sy}{1+ry},\quad y=q\coth\frac{qL}{2},\quad S=\frac{4\pi Z^2}{A\mu}. \tag{16}
\]

A single sheet has \(c=1\) and \(y=q\). By the theorem, the copies multiply the shift of the squared frequency by the screened ratio

\[
\mathcal R=\frac{c(1+rq)}{1+rqc},\qquad 1<\mathcal R\le c. \tag{6}
\]

As \(q\to0\) in the plane, the periodic squared shift tends to \(2S/(L+2r)\). If \(\Gamma\) is approached at an angle \(\theta\) to the \(z\) axis, \(y\) tends to \((2/L)\sin^2\theta\) (Proposition 1).

### Proposition 2: cutting the interaction

**Proposition 2.** If the interaction \(2/R\) is kept for \(|z|<L/2\) and set to zero beyond, thin sheets at spacing \(L\) have the LO frequency of a single sheet.

**Proof.** Two different sheets are at least \(L\) apart and no longer interact. Charges within one sheet have \(z=0\) and keep their full interaction. Hence \(c=1\). ∎

A plane-wave code needs the cut interaction in reciprocal space. With \(G=2\pi m/L\), it is

\[
\begin{aligned}
v(q,G)&=\int_{-L/2}^{L/2}\frac{4\pi}{q}e^{-q|z|}e^{-iGz}\,dz
=\frac{8\pi}{q}\,\mathrm{Re}\int_0^{L/2}e^{-(q+iG)z}\,dz\\
&=\frac{8\pi}{q}\,\mathrm{Re}\frac{1-e^{-qL/2}e^{-iGL/2}}{q+iG}.
\end{aligned}
\]

Now \(e^{-iGL/2}=(-1)^m\) is real, and \(\mathrm{Re}\,[1/(q+iG)]=q/(q^2+G^2)\). Therefore

\[
v(q,G)=\frac{8\pi}{q^2+G^2}\left[1-(-1)^me^{-qL/2}\right]. \tag{18}
\]

At \(G=0\) and small \(q\) the bracket is \(qL/2\), and \(v\to4\pi L/q\). The singularity \(1/q^2\), which caused the finite splitting, has become the weaker \(1/q\) of a sheet.

For a layer of thickness \(t\), charges in one layer are at most \(t\) apart, and charges in different layers at least \(L-t\). The cut at \(L/2\) separates the two cases if \(t<L/2\). The vacuum needed is then set by the thickness of the charge distribution instead of the wavelength.

### Remark: the coupling to electrons changes too

At a given displacement \(u\), the potential in the sheet has the amplitude \(-4\pi icP\), with \(P=(Zu/A)/(1+ry)\). Copies therefore multiply it by \(c(1+rq)/(1+ry)\), the same ratio as for the squared shift. For a single sheet the potential tends to the finite value \(-4\pi iZu/A\) as \(q\to0\). With copies \(c\to2/(qL)\), and the potential grows as \(2/[q(L+2r)]\) times that value. Small-angle scattering computed from the uncorrected potential has the wrong dependence on \(q\).

### Remark: a lattice of discrete dipoles

The sheet picture can be set against a lattice in which nothing is smeared out. Take a square lattice of side 1, with one point dipole per cell, bare ionic charge 1, mass 1 and spring constant 25. The site also has an electronic polarizability \(\alpha\), so that its dipole is \(p=u+\alpha F_{\rm loc}\). The local force \(F_{\rm loc}\) comes from all other dipoles and is summed by the Ewald method.

At zero macroscopic field \(F_{\rm loc}=T_0p\), where \(T_0\) is a lattice constant of the sheet. A macroscopic field \(F\) adds to it:

\[
p=u+\alpha(T_0p+F)\quad\Longrightarrow\quad
p=\frac{u+\alpha F}{1-\alpha T_0}.
\]

Comparison with the dipole \(Zu+(rA/4\pi)F\) of the sheet model, with \(A=1\), gives \(Z=1/(1-\alpha T_0)\) and \(r=4\pi\alpha/(1-\alpha T_0)\).

For \(q=0.02\) and \(L=3\), \(\coth(qL/2)=33.34\). The computed squared shift, divided by that at \(L=500\), is 33.41 for \(\alpha=10^{-9}\), in effect rigid ions. For \(\alpha=0.04\) it is 22.26, and the screened ratio of the theorem gives 22.21. The plain factor \(\coth(qL/2)\) would be too large by about half. The remaining differences, about 0.2 per cent, are smaller than \(qa=0.02\), the parameter assumed small in the sheet picture.

### Worked example: inputs

The parameters are rough values in the regime of monolayer hafnium disulfide, a strongly polar candidate for transistor channels. They are not a computed or measured data set for it.

- lattice constant \(a=0.36\) nm, hexagonal cell
- Born charge \(Z=5.5\), screening length \(r=1.5\) nm
- TO energy \(\hbar\omega_T=20\) meV, layer spacing \(L=2\) nm

The cell area is \(A=(\sqrt3/2)a^2=0.1122\ \mathrm{nm^2}\). In the polar mode the hafnium atom, of mass \(M=178.49\) u, moves against two sulfur atoms, of mass \(m=32.06\) u each, which move together. With zero total momentum the kinetic energy is that of one particle with

\[
\mu=\frac{M\,2m}{M+2m}=\frac{178.49\times64.12}{242.61}\ \mathrm u=47.17\ \mathrm u.
\]

The sulfur atoms carry \(-Z/2\) each, so the dipole is \(Z\) times the relative displacement. One bohr is 0.05292 nm, and one atomic mass unit is \(1822.9\,m_e\), or half that number in Rydberg mass units. Hence

\[
S=\frac{4\pi(5.5)^2}{(0.1122/0.05292^2)(47.17\times1822.9/2)}
=2.21\times10^{-4}\ \mathrm{Ry^2\,bohr}.
\]

With 1 Ry = 13.606 eV this is \(2161\ \mathrm{meV^2\,nm}\).

### Worked example: results

The limit at \(\Gamma\) is

\[
\frac{2S}{L+2r}=\frac{2\times2161}{2+3}\ \mathrm{meV^2}=864\ \mathrm{meV^2},
\]

\[
\hbar\omega_L=\sqrt{20^2+864}\ \mathrm{meV}=35.6\ \mathrm{meV}.
\]

The spurious splitting is 15.6 meV, or \(1.14\times10^{-3}\) Ry. At other wavevectors, with \(L=2\) nm held fixed, equation (16) gives the following LO energies in meV. The ratio is that of the squared shifts, periodic to single.

| \(q\) (1/nm) | coth | ratio | single | periodic |
|---|---|---|---|---|
| 0.01 | 100.0 | 40.6 | 20.5 | 35.6 |
| 0.03 | 33.3 | 13.9 | 21.5 | 35.6 |
| 0.10 | 10.0 | 4.61 | 24.2 | 35.6 |
| 0.30 | 3.43 | 1.96 | 29.1 | 35.7 |
| 1.00 | 1.31 | 1.11 | 35.6 | 36.8 |

The single sheet has a steep LO branch that starts at the TO energy. The periodic branch is almost flat, because \(y\approx2/L+q^2L/6\) has no linear term. Its \(\Gamma\) energy equals the single-sheet energy at \(q=2/L=1\ \mathrm{nm^{-1}}\), since both have the same \(y\). The ratio lies well below the hyperbolic cotangent at small \(q\), which is the effect of electronic screening.

If \(\Gamma\) is approached at 45 degrees to the \(z\) axis, \(y=1/L\) and the splitting is 11.9 meV. An in-plane approach with \(L=4\) nm gives the same \(y\) and the same splitting. The oblique value assumes no response along \(z\); a cell dielectric constant of about 1.3 in that direction would lower it to about 11.1 meV. At \(L=8\) and 16 nm the in-plane values are 8.2 and 5.0 meV.

The spacing that reduces the splitting to a chosen energy \(\delta\) follows from \((\hbar\omega_T+\delta)^2-(\hbar\omega_T)^2=2S/(L+2r)\):

\[
L=\frac{2S}{2\hbar\omega_T\delta+\delta^2}-2r. \tag{19}
\]

For \(\delta=1\) meV this is \(4322/41-3\approx102\) nm, and for \(\delta=0.1\) meV about 1070 nm. At \(q=0.1\ \mathrm{nm^{-1}}\), a numerical root search gives \(L=42\) nm for an LO error of 0.1 meV. For these parameters, vacuum alone is a costly cure near \(\Gamma\), and the cut interaction is the better choice.

Calculations at several spacings can also reveal the artefact. The inverse of the limiting squared shift is \(L/(2S)+r/S\), a straight line in \(L\), provided \(Z\), \(r\) and \(\omega_T\) do not change with \(L\).

### What the model leaves out

**Thickness.** Let the polarization be uniform over a thickness \(t\), for ions and electrons alike, and average the force over the same profile. With \(x=qt\), the interaction of a layer with itself is reduced from 1 to

\[
\frac{2}{t^2}\int_0^t(t-s)e^{-qs}\,ds=\frac2x\left[1-\frac{1-e^{-x}}{x}\right].
\]

Here \(2(t-s)/t^2\) is the weight of the separation \(s\) between two points of the layer. For the copies, the average of \(e^{\pm qz}\) over each layer is \(\sinh(x/2)/(x/2)\), and the square of this number multiplies \(2/(e^{qL}-1)\). For \(t=0.3\) nm, \(q=1\ \mathrm{nm^{-1}}\) and \(L=2\) nm, the total factor is 1.22 instead of 1.31, and the periodic LO energy falls by 0.3 meV. This is a low estimate. A layer so thin cannot give the cell a dielectric constant along \(z\) above 1.18, short of the 1.3 used earlier. A dielectric slab 0.58 nm thick with a constant of 4.8 along \(z\) does give 1.3, and at the same \(q\) it lowers the periodic LO energy by about 0.7 meV and that of the single sheet by about 1.2 meV. As \(q\to0\) both corrections tend to one, and the \(\Gamma\) splitting is unchanged.

**Substrate.** Place a single sheet on a half-space of dielectric constant \(\varepsilon_s\). The potential \(Ce^{-q|z|}\) now has the flux condition \((1+\varepsilon_s)qC=8\pi\sigma\), so the kernel is divided by \(\kappa=(1+\varepsilon_s)/2\). Replacing \(y\) by \(q/\kappa\) in (16) gives the shift \(Sq/(\kappa+rq)\). For a rough electronic value \(\varepsilon_s=2.1\) of an oxide, the LO energy at \(q=0.1\ \mathrm{nm^{-1}}\) falls from 24.2 to 23.0 meV. The polar vibrations of the oxide are not included in that value. In silica they lie above the mode, so the oxide screens with nearly its static constant of about 3.9, and the LO energy falls to about 22.0 meV. An oxide with polar phonons near 20 meV would need its frequency-dependent response.

**Free carriers.** Let carriers of density \(n\), mass \(m_c\) and displacement \(x_c\) share the field of a single sheet. For unit positive charge,

\[
-\omega^2x_c=\frac{F}{m_c},\qquad
F=-\frac{4\pi q}{1+rq}\left(\frac{Zu}{A}+nx_c\right).
\]

Define \(D=Sq/(1+rq)\) and the squared plasmon frequency \(\Pi=(4\pi n/m_c)q/(1+rq)\). The equations for \(u\) and \(x_c\) become

\[
\begin{aligned}
(\omega^2-\omega_T^2-D)\,u&=\frac{4\pi q}{1+rq}\frac{Zn}{\mu}\,x_c,\\
(\omega^2-\Pi)\,x_c&=\frac{4\pi q}{1+rq}\frac{Z}{Am_c}\,u.
\end{aligned}
\]

Multiplying them and cancelling \(ux_c\) gives

\[
(\omega^2-\omega_T^2-D)(\omega^2-\Pi)=D\Pi. \tag{20}
\]

For electrons both coupling terms change sign, and the product stays the same.

Take three equivalent valleys with rough masses 0.25 and \(2.0\,m_e\). The average inverse mass gives \(m_c=0.44\,m_e\). At \(n=10^{12}\ \mathrm{cm^{-2}}\) and \(q=0.1\ \mathrm{nm^{-1}}\) the plasmon lies at 36.7 meV, and the coupled modes at 18.4 and 40.0 meV replace the LO mode at 24.2 meV. At \(10^{10}\ \mathrm{cm^{-2}}\) the upper mode, at 24.3 meV, is almost the undoped one.

The estimate treats the carriers as cold. At 300 K, \(k_BT=25.9\) meV. The Fermi energy that the higher density would have at zero temperature, \(2\pi n/(6m_d)\) with \(m_d=\sqrt{0.25\times2.0}\,m_e\) and six spin and valley states, is 1.1 meV, so the carriers are not degenerate. The thermal energy scale \(q\sqrt{k_BT/m}\) along the light axis is 8.9 meV. It lies below the modes quoted, but not far enough to be ignored. With a thermal carrier response at 300 K, the modes at \(10^{12}\ \mathrm{cm^{-2}}\) move to about 19.2 and 42 meV, and the lower one acquires a Landau damping of about 0.5 meV. Collisions are neglected, which requires a high mobility. At \(100\ \mathrm{cm^2/Vs}\), \(\hbar/\tau\approx26\) meV, and the upper mode of the cold model drops to about 37 meV with a half-width of about 10 meV. At \(30\ \mathrm{cm^2/Vs}\) the plasmon is overdamped and a single mode remains near 24 meV, with a half-width of about 2.6 meV. The second case is the likelier one here. A lowest-order estimate of scattering by the polar mode itself, with the parameters above, gives a mobility of only about 15 to \(30\ \mathrm{cm^2/Vs}\) at 300 K; it is rough, because the scattering is strong and reaches wavevectors beyond the long-wave regime. All these values are for a suspended sheet. On silica the plasmon is screened as well: the collisionless modes at 300 K lie near 19 and 31 meV, and the plasmon is already overdamped at \(50\ \mathrm{cm^2/Vs}\).

**Retardation and dispersion.** The instantaneous interaction fails when \(q\) is comparable with \(\omega_T/c_0\), where \(c_0\) is the speed of light. That is about \(10^{-4}\ \mathrm{nm^{-1}}\) here. In the periodic stack with \(L=2\) nm the TO branch feels retardation earlier: it lies about 0.5 meV below \(\hbar\omega_T\) at \(q=10^{-3}\ \mathrm{nm^{-1}}\), and within 0.01 meV of it at \(10^{-2}\ \mathrm{nm^{-1}}\). If the TO branch bends by an amount of order \((qa)^2\hbar\omega_T\), the change at \(q=0.1\ \mathrm{nm^{-1}}\) is about 0.03 meV. At \(q=1\ \mathrm{nm^{-1}}\), where \(qa=0.36\), the same estimate gives 2.6 meV, so the energies in the last row of the table lie at the edge of the long-wave regime and are not reliable to the digits shown.

### Beside a real device

The Born charge of 5.5 exceeds the nominal ionic charge of 4 for hafnium in this compound, so the example is a strongly polar case. Since \(S\) grows as \(Z^2\), a sheet with half the charge, all else equal, has a quarter of the squared shift. A real channel rests on a dielectric and carries electrons, which breaks the assumptions of an isolated, insulating sheet. In the estimates above, at \(q=0.1\ \mathrm{nm^{-1}}\), a thick oxide lowers the LO energy by 1.3 to 2.3 meV, and a metal gate under 5 nm of silica would lower it by about 3 meV. Without collisions, \(10^{12}\) carriers per \(\mathrm{cm^2}\) replace the mode by two at 300 K, about 5 meV below and 18 meV above it for a suspended sheet, and about 3 meV below and 9 meV above it on silica. At the low mobility expected for so polar a channel the plasmon is overdamped, and the carriers mainly broaden a single mode. The copies in a 2 nm cell raise the LO energy of the suspended, undoped sheet by 11.3 meV. The artefact is thus as large as, or larger than, the physical effects that a device calculation sets out to describe, and it has to be removed before they are added.
